**Hyperbolic surfaces of extraordinary waves in a uniaxial polar crystal**

The program tests the relation q²/e_par + kz²/e_perp = k0², where q and kz are the wavevector components across and along the optic axis, k0 = ω/c, and e_perp and e_par are the permittivities across and along the axis. It asserts the factorized determinant of the wave equation symbolically, and the allowed directions for all four sign combinations numerically. It also diagonalizes the coupled Maxwell and ion equations, which contain no permittivity function. With these it asserts that points on the hyperboloid are modes, that short waves fill the bands of opposite sign, and that the group velocity is normal to the surface. For damped waves it asserts that the complex mode frequency obeys the same relation, and that decay length agrees with group velocity times lifetime within 3%. The output gives cone angles of 38.5° at 820 cm⁻¹ and 36.1° at 1500 cm⁻¹ for round model parameters. With a damping of 5 cm⁻¹, the largest wavevector in a real direction is 7.6 k0 and 12.8 k0, respectively.

## Check in Python

```python
"""
Result under test: in a lossless uniaxial crystal the extraordinary wave obeys
    q^2/e_par + kz^2/e_perp = k0^2,
a hyperboloid exactly when e_perp and e_par have opposite signs.
Symbols: z is the optic axis; q and kz are the wavevector components across
and along it; k0 = omega/c; e_perp and e_par are relative permittivities
across and along z; TO and LO are transverse and longitudinal phonon
frequencies; gamma is the phonon damping rate.
Frequencies and wavevectors are both held as wavenumbers in cm^-1 (omega/2 pi c
and k/2 pi), so c = 1 inside the eigenproblem. The independent road is the
coupled set of Maxwell and ion equations, without any permittivity function.
"""
import numpy as np
import sympy as sp
from scipy.constants import c as light_speed

# Each crystal: (eps_inf, TO, LO) across the axis, then along the axis.
CRYSTAL = ((5.0, 1400.0, 1600.0), (3.0, 800.0, 850.0))
GAMMA = 5.0              # cm^-1
Q_RATIO = 10.0           # q/k0 of the sample wave
SPACING = 0.3            # nm, rough lattice spacing
BRANCH_WIDTH = 100.0     # cm^-1, rough optical branch width
SOFTENING = 0.03         # cm^-1 per K, rough
HEATING = 100.0          # K
EXTRAORDINARY = [0, 2, 4, 6, 8, 9, 11]
ORDINARY = [1, 3, 5, 7, 10]


def permittivities(freq, crystal, gamma=0.0):
    damping = 1j * gamma * freq if gamma else 0.0
    return tuple(einf * (lo**2 - freq**2 - damping)
                 / (to**2 - freq**2 - damping) for einf, to, lo in crystal)


def coupled_matrix(q, kz, crystal, gamma=0.0):
    """i dX/dt = M X for X = (scaled E, H, scaled ion shift, ion velocity)."""
    across, along = crystal
    einf, to, lo = np.array([across, across, along]).T
    cross = np.array([[0, -kz, 0], [kz, 0, -q], [0, q, 0]], dtype=complex)
    inv_root = np.diag(1 / np.sqrt(einf))
    coupling = np.diag(np.sqrt(lo**2 - to**2))
    spring = np.diag(to)
    m = np.zeros((12, 12), dtype=complex)
    m[0:3, 3:6] = -inv_root @ cross
    m[3:6, 0:3] = cross @ inv_root
    m[0:3, 9:12] = -1j * coupling
    m[9:12, 0:3] = 1j * coupling
    m[6:9, 9:12] = 1j * spring
    m[9:12, 6:9] = -1j * spring
    m[9:12, 9:12] = -1j * gamma * np.eye(3)
    return m


def extraordinary_modes(q, kz, crystal, gamma=0.0):
    m = coupled_matrix(q, kz, crystal, gamma)
    assert np.all(m[np.ix_(EXTRAORDINARY, ORDINARY)] == 0)
    block = m[np.ix_(EXTRAORDINARY, EXTRAORDINARY)]
    return np.linalg.eigvals(block) if gamma else np.linalg.eigvalsh(block)


def nearest(values, target):
    return values[np.argmin(abs(values - target))]


def cone_angle(e_perp, e_par):
    return np.degrees(np.arctan(np.sqrt(-e_par / e_perp)))


# Determinant of the wave equation, for a general wavevector.
kx, ky, kzs, k0s, ep, ez = sp.symbols("kx ky kz k0 ep ez")
kvec = sp.Matrix([kx, ky, kzs])
ksq = kx**2 + ky**2 + kzs**2
wave = k0s**2 * sp.diag(ep, ep, ez) + kvec * kvec.T - ksq * sp.eye(3)
factors = k0s**2 * (k0s**2 * ep - ksq) * (
    k0s**2 * ep * ez - ep * (kx**2 + ky**2) - ez * kzs**2)
assert sp.expand(wave.det() - factors) == 0

# Which directions carry a real extraordinary wave: eigenvalues (k0/k)^2 of
# inverse(eps) times the transverse projector, for all four sign cases.
angles = np.linspace(0.005, 89.995, 9000)
for e_perp, e_par in ((5., 3.), (-5., -3.), (5., -3.), (-5., 3.)):
    th = np.radians(angles)
    n = np.stack([np.sin(th), np.cos(th)], axis=1)
    projector = np.eye(2) - n[:, :, None] * n[:, None, :]
    ev = np.linalg.eigvals(np.diag([1 / e_perp, 1 / e_par]) @ projector).real
    main = ev[np.arange(len(th)), np.argmax(abs(ev), axis=1)]
    is_open = main > 0
    if e_perp * e_par > 0:
        assert np.all(is_open == (e_perp > 0))
    else:
        limit = cone_angle(e_perp, e_par)
        expected = angles < limit if e_perp > 0 else angles > limit
        clear = abs(angles - limit) > 0.02
        assert np.all(is_open[clear] == expected[clear])
        assert is_open.any() and not is_open.all()

# Short waves: frequencies occur only where the permittivities differ in sign,
# and they fill those bands. Disjoint, overlapping and nested TO-LO intervals.
overlapping = ((5., 1200., 1500.), (3., 1000., 1300.))
nested = ((5., 1000., 1600.), (3., 1200., 1300.))
for crystal in (CRYSTAL, overlapping, nested):
    edges = sorted(crystal[0][1:] + crystal[1][1:])
    found = []
    for deg in np.linspace(0, 90, 91):
        t = np.radians(deg)
        modes = extraordinary_modes(1e7 * np.sin(t), 1e7 * np.cos(t), crystal)
        phonons = np.sort(modes[(modes > 100) & (modes < 1e5)])
        assert len(phonons) == 2
        found.append(phonons)
        if 0.5 < deg < 89.5:
            for f in phonons:
                e_perp, e_par = permittivities(f, crystal)
                assert e_perp * e_par < 0
    found = np.array(found)
    filled = [found[:, 0].min(), found[:, 0].max(),
              found[:, 1].min(), found[:, 1].max()]
    assert np.allclose(filled, edges, rtol=0, atol=0.01)


def show(label, value, unit, fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


for name, (einf, to, lo) in zip(("perp", "par"), CRYSTAL):
    show(f"eps_inf {name}", einf, "(no unit)", ".1f")
    show(f"TO {name}", to, "cm^-1", ".0f")
    show(f"LO {name}", lo, "cm^-1", ".0f")
show("damping gamma", GAMMA, "cm^-1", ".1f")
show("sample q/k0", Q_RATIO, "(no unit)", ".0f")
show("assumed lattice spacing", SPACING, "nm", ".1f")
show("assumed optical branch width", BRANCH_WIDTH, "cm^-1", ".0f")
show("assumed softening rate", SOFTENING, "cm^-1/K", ".2f")
show("assumed heating", HEATING, "K", ".0f")

for kind, freq in (("I", 820.0), ("II", 1500.0)):
    e_perp, e_par = permittivities(freq, CRYSTAL)
    assert (e_par < 0 < e_perp) if kind == "I" else (e_perp < 0 < e_par)

    # Points on the hyperboloid must be modes of the coupled equations.
    for ratio in (3.0, Q_RATIO, 40.0):
        q = ratio * freq
        kz = np.sqrt(e_perp * (freq**2 - q**2 / e_par))
        on = nearest(extraordinary_modes(q, kz, CRYSTAL), freq)
        off = nearest(extraordinary_modes(q, 1.1 * kz, CRYSTAL), freq)
        assert abs(on - freq) < 1e-6 and abs(off - freq) > 0.1

    q = Q_RATIO * freq
    kz = np.sqrt(e_perp * (freq**2 - q**2 / e_par))
    k = np.hypot(q, kz)

    # Group velocity by finite differences against the energy-flow direction.
    step = 1.0
    velocity = np.array([
        nearest(extraordinary_modes(q + dq, kz + dz, CRYSTAL), freq)
        - nearest(extraordinary_modes(q - dq, kz - dz, CRYSTAL), freq)
        for dq, dz in ((step, 0), (0, step))]) / (2 * step)
    speed = np.linalg.norm(velocity)
    flow = np.array([q / e_par, kz / e_perp])
    assert np.allclose(velocity / speed, flow / np.linalg.norm(flow),
                       rtol=0, atol=1e-5)
    ray_angle = np.degrees(np.arctan2(abs(velocity[0]), abs(velocity[1])))

    # Damped mode at real wavevector: complex frequency obeys the same law.
    damped = nearest(extraordinary_modes(q, kz, CRYSTAL, GAMMA), freq)
    dp, dz = permittivities(damped, CRYSTAL, GAMMA)
    terms = np.array([q**2 / dz, kz**2 / dp, -damped**2])
    assert abs(terms.sum()) < 1e-7 * abs(terms).max()
    assert damped.imag < 0
    lifetime = 1 / (2 * 2 * np.pi * 100 * light_speed * abs(damped.imag))

    # Damped wave at real frequency and real q: complex kz, decaying to +z.
    lp, lz = permittivities(freq, CRYSTAL, GAMMA)
    kz_loss = np.sqrt(lp * (freq**2 - q**2 / lz))
    if kz_loss.imag < 0:
        kz_loss = -kz_loss
    assert np.sign(kz_loss.real) == np.sign(e_perp)
    decay_nm = 1e7 / (2 * 2 * np.pi * kz_loss.imag)
    # First order in damping, hence a tolerance of a few per cent.
    travel_nm = abs(velocity[1]) * light_speed * lifetime * 1e9
    assert abs(travel_nm / decay_nm - 1) < 0.03

    th = np.radians(np.linspace(0, 90, 90001))
    k_real_direction = 1 / np.sqrt(abs(np.sin(th)**2 / lz
                                      + np.cos(th)**2 / lp))
    k_per_nm = 2 * np.pi * k * 1e-7
    dispersion_shift = BRANCH_WIDTH * (k_per_nm * SPACING / np.pi)**2
    drop = SOFTENING * HEATING
    hot = tuple((einf, to - drop, lo - drop) for einf, to, lo in CRYSTAL)
    hot_perp, hot_par = permittivities(freq, hot)
    assert hot_perp * hot_par < 0

    tag = f"[{kind}] "
    show(tag + "frequency", freq, "cm^-1", ".0f")
    show(tag + "vacuum wavelength", 1e7 / freq, "nm", ".0f")
    show(tag + "e_perp", e_perp, "(no unit)")
    show(tag + "e_par", e_par, "(no unit)")
    show(tag + "cone angle from axis", cone_angle(e_perp, e_par), "deg", ".2f")
    show(tag + "vertex k/k0", np.sqrt(max(e_perp, e_par)), "(no unit)")
    show(tag + "sample |kz|/k0", kz / freq, "(no unit)")
    show(tag + "sample |k|/k0", k / freq, "(no unit)")
    show(tag + "sample wavelength", 1e7 / k, "nm", ".1f")
    show(tag + "ray angle from axis", ray_angle, "deg", ".2f")
    show(tag + "group velocity across axis, q>0", velocity[0], "c", ".3e")
    show(tag + "group velocity along axis, kz>0", velocity[1], "c", ".3e")
    show(tag + "energy lifetime", lifetime * 1e12, "ps")
    show(tag + "damped Re kz/k0, energy to +z", kz_loss.real / freq,
         "(no unit)")
    show(tag + "damped Im kz/k0", kz_loss.imag / freq, "(no unit)")
    show(tag + "energy decay length along axis", decay_nm, "nm", ".0f")
    show(tag + "velocity times lifetime along axis", travel_nm, "nm", ".0f")
    show(tag + "largest damped |k|/k0, real direction",
         k_real_direction.max(), "(no unit)", ".2f")
    show(tag + "phonon dispersion shift at sample k", dispersion_shift,
         "cm^-1", ".1e")
    show(tag + "cone angle after heating", cone_angle(hot_perp, hot_par),
         "deg", ".2f")

print("PASS")
```

Running it gives:

```
eps_inf perp: 5.0 (no unit)
TO perp: 1400 cm^-1
LO perp: 1600 cm^-1
eps_inf par: 3.0 (no unit)
TO par: 800 cm^-1
LO par: 850 cm^-1
damping gamma: 5.0 cm^-1
sample q/k0: 10 (no unit)
assumed lattice spacing: 0.3 nm
assumed optical branch width: 100 cm^-1
assumed softening rate: 0.03 cm^-1/K
assumed heating: 100 K
[I] frequency: 820 cm^-1
[I] vacuum wavelength: 12195 nm
[I] e_perp: 7.330 (no unit)
[I] e_par: -4.639 (no unit)
[I] cone angle from axis: 38.50 deg
[I] vertex k/k0: 2.707 (no unit)
[I] sample |kz|/k0: 12.858 (no unit)
[I] sample |k|/k0: 16.289 (no unit)
[I] sample wavelength: 748.7 nm
[I] ray angle from axis: 50.86 deg
[I] group velocity across axis, q>0: -2.907e-03 c
[I] group velocity along axis, kz>0: 2.366e-03 c
[I] energy lifetime: 1.063 ps
[I] damped Re kz/k0, energy to +z: 12.817 (no unit)
[I] damped Im kz/k0: 1.282 (no unit)
[I] energy decay length along axis: 757 nm
[I] velocity times lifetime along axis: 754 nm
[I] largest damped |k|/k0, real direction: 7.58 (no unit)
[I] phonon dispersion shift at sample k: 6.4e-05 cm^-1
[I] cone angle after heating: 35.12 deg
[II] frequency: 1500 cm^-1
[II] vacuum wavelength: 6667 nm
[II] e_perp: -5.345 (no unit)
[II] e_par: 2.846 (no unit)
[II] cone angle from axis: 36.12 deg
[II] vertex k/k0: 1.687 (no unit)
[II] sample |kz|/k0: 13.507 (no unit)
[II] sample |k|/k0: 16.806 (no unit)
[II] sample wavelength: 396.7 nm
[II] ray angle from axis: 54.27 deg
[II] group velocity across axis, q>0: 6.806e-03 c
[II] group velocity along axis, kz>0: -4.895e-03 c
[II] energy lifetime: 1.064 ps
[II] damped Re kz/k0, energy to +z: -13.502 (no unit)
[II] damped Im kz/k0: 0.340 (no unit)
[II] energy decay length along axis: 1562 nm
[II] velocity times lifetime along axis: 1561 nm
[II] largest damped |k|/k0, real direction: 12.76 (no unit)
[II] phonon dispersion shift at sample k: 2.3e-04 cm^-1
[II] cone angle after heating: 36.95 deg
PASS
```
